\section*{Image Force on a Screw Dislocation Parallel to a Free Surface}

\section{What the infinite-body picture gets wrong}

In an infinite elastic body without applied stress, a straight dislocation has no preferred position and feels no force. Carried over to an epitaxial layer, this picture predicts that any shear stress of the right sign, however small, drives a dislocation away from the surface and deeper into the crystal. For a screw dislocation 10 nm below the surface, with a shear modulus of 50 GPa and a Burgers vector of 0.4 nm, the prediction fails even at a shear stress of 0.1 GPa. The stress pushes inwards with 0.040 N/m, but the free surface pulls outwards with 0.064 N/m, and the net force is towards the surface.

The missing force comes from the condition that a free surface carries no traction. Its size needs care: the force equals that between two real dislocations, whereas the energy is half that of the pair.

\section{Setting and theorem}

The body fills $x>0$ and its surface is $x=0$. A straight, infinite dislocation runs along $z$ through $(x,y)=(d,0)$. The following is assumed.
\begin{enumerate}
\item The body is homogeneous, isotropic and linearly elastic, with shear modulus $\mu$.
\item The surface is flat and free of traction, with no film of another modulus and no surface stress.
\item The depth $d$ is well above the core radius $r_0$, and the non-elastic part of the core energy does not depend on $d$.
\end{enumerate}

For a screw dislocation the Burgers vector lies along the line, and the only displacement is $w(x,y)$ along $z$. The sign of $b$ is fixed by $\oint dw=b$ for an anticlockwise circuit round the line. The stresses are
\begin{equation}
\sigma_{xz}=\mu\,\partial_x w,\qquad \sigma_{yz}=\mu\,\partial_y w .
\end{equation}
The force per length $F_x$ is the decrease of energy per length when the line moves by a unit distance along $+x$. Positive $F_x$ therefore points into the body.

\paragraph{Theorem.} Without applied stress, the energy per length and the force per length are
\begin{equation}
E(d)=\frac{\mu b^2}{4\pi}\ln\frac{2d}{r_0}+E_{\rm core},\qquad
F_x=-\frac{dE}{dd}=-\frac{\mu b^2}{4\pi d}.
\label{thm}
\end{equation}
The dislocation is attracted to the surface, whatever the sign of $b$.

The force is first found from the stress field (Lemmas 1 and 2), and then again from the energy (Lemma 3).

\section{The field}

\paragraph{Lemma 1.} Let $\theta_1$ and $\theta_2$ be the polar angles about $(d,0)$ and $(-d,0)$. The displacement is
\begin{equation}
w=\frac{b}{2\pi}(\theta_1-\theta_2).
\label{w}
\end{equation}

\emph{Proof.} Equilibrium along $z$ requires $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$, which is $\nabla^2w=0$. A polar angle satisfies this equation away from its centre. A circuit round $(d,0)$ inside the body raises $\theta_1$ by $2\pi$ and leaves $\theta_2$ unchanged, so $w$ grows by $b$. The second centre lies outside the body and adds no defect inside it.

With $r_1^2=(x-d)^2+y^2$ and $r_2^2=(x+d)^2+y^2$, differentiation gives
\begin{align}
\partial_xw&=\frac{b}{2\pi}\left(-\frac{y}{r_1^2}+\frac{y}{r_2^2}\right),\\
\partial_yw&=\frac{b}{2\pi}\left(\frac{x-d}{r_1^2}-\frac{x+d}{r_2^2}\right).
\label{grad}
\end{align}
On $x=0$ the two distances are equal, so $\partial_xw=0$ and the surface is free of traction.

No other solution has a stress that vanishes far away and grows no faster than $1/r_1$ at the line. The difference of two such solutions is single-valued. Since its gradient also grows no faster than $1/r_1$, its only possible singularity at the line is logarithmic. That would be a line force, which is absent, so the difference is harmonic throughout the body. Its normal derivative vanishes on $x=0$, so it continues evenly to a harmonic function in the whole plane. The gradient of that function is harmonic and tends to zero at infinity, hence it is zero everywhere. $\square$

The term with $\theta_2$ is the field of an image dislocation of opposite sign. At the real line, $x=d$ and $y=0$, its stress is
\begin{equation}
\sigma_{yz}^{\rm im}=-\frac{\mu b}{2\pi}\,\frac{2d}{(2d)^2}=-\frac{\mu b}{4\pi d},
\qquad \sigma_{xz}^{\rm im}=0 .
\label{im}
\end{equation}

\section{From stress to force}

The dislocation's own stress diverges at the line, so it has to be shown that this stress exerts no force on it.

\paragraph{Lemma 2.} Let $W=\tfrac12\mu|\nabla w|^2$ be the energy density. On a circle round the line, inside the body, let $\mathbf n$ be the outward normal and $t=\mu\,\mathbf n\cdot\nabla w$. Then
\begin{equation}
F_x=\oint\left(Wn_x-t\,\partial_xw\right)ds=b\,\sigma_{yz}^{\rm bg},
\label{J}
\end{equation}
where $\sigma_{yz}^{\rm bg}$ is the stress at the line without the dislocation's own infinite-body field.

\emph{Proof.} \emph{The integral is the force.} Surround the line by a disc of small radius $\epsilon$ that moves with it, and let $E_{\rm out}$ be the energy outside. Write $\dot w=\partial w/\partial d$. This function is continuous across the slipped cut, because the jump $b$ does not depend on $d$. When the line advances, the field changes and the disc takes over material at its front:
\begin{equation}
\frac{dE_{\rm out}}{dd}=\int\mu\nabla w\cdot\nabla\dot w\,dA-\oint Wn_x\,ds
=-\oint t\,\dot w\,ds-\oint Wn_x\,ds .
\end{equation}
The second form uses $\nabla^2w=0$ and the divergence theorem. The minus sign arises because the outer region's normal on the circle is $-\mathbf n$. The free surface gives nothing, and neither does the far boundary, where the stress falls as $1/r^2$ and $\dot w$ as $1/r$.

Near the line $w=b\theta_1/2\pi+u$ with $u$ smooth. Since $\theta_1$ depends on $x-d$, we have $(\partial_d+\partial_x)\theta_1=0$. Hence $\dot w=-\partial_xw+v$, where $v=(\partial_d+\partial_x)u$ is smooth. The traction $t$ on the circle is bounded, because $\theta_1$ has no radial derivative, so $\oint tv\,ds$ vanishes with $\epsilon$. What remains is $-dE_{\rm out}/dd=\oint(Wn_x-t\,\partial_xw)\,ds$. The energy inside the disc adds nothing in this limit: its self-field and core parts move with the line unchanged, and the part that contains $u$ vanishes with $\epsilon$, as does its derivative with respect to $d$.

\emph{The radius does not matter.} The integrand is the normal component of a vector whose divergence is
\begin{equation}
\partial_xW-(\mu\nabla^2w)\,\partial_xw-\mu\nabla w\cdot\nabla\partial_xw=0,
\end{equation}
since $\partial_xW=\mu\nabla w\cdot\nabla\partial_xw$.

\emph{Its value.} On a small circle the gradient is $(b/2\pi\epsilon)\,\mathbf e_\theta+\mathbf h$, with $\mathbf h$ the background gradient at the line, up to terms that vanish with $\epsilon$. The self-field enters $W$ as a constant on the circle, and its product with $n_x=\cos\theta$ integrates to zero. It has no traction on the circle, so the self-force vanishes. Terms quadratic in $\mathbf h$ vanish with the circumference. The two cross terms are
\begin{align}
\oint W_{\rm cross}\,n_x\,ds&=\frac{\mu b}{2\pi}\int_0^{2\pi}(-h_x\sin\theta+h_y\cos\theta)\cos\theta\,d\theta=\frac{\mu b\,h_y}{2},\\
-\oint t\,\partial_xw\,ds&=\frac{\mu b}{2\pi}\int_0^{2\pi}(h_x\cos\theta+h_y\sin\theta)\sin\theta\,d\theta=\frac{\mu b\,h_y}{2}.
\end{align}
The second line uses $\partial_xw=-(b/2\pi\epsilon)\sin\theta$ for the self-field. The sum is $b\mu h_y=b\,\sigma^{\rm bg}_{yz}$. $\square$

\paragraph{Proof of the force law.} Without applied stress the background is the image field. Equations (\ref{im}) and (\ref{J}) give $F_x=-\mu b^2/(4\pi d)$. One factor $b$ measures the image stress, the other the slip on which it acts, and this is why the sign of $b$ drops out. $\square$

\paragraph{Remark: the same stress without an image.} The infinite-body field $b\theta_1/2\pi$ has $\sigma_{xz}=-\mu by/[2\pi(d^2+y^2)]$ on $x=0$. The outward normal of the body is $-x$, so this field needs the surface traction
\begin{equation}
t_0(y)=\frac{\mu b}{2\pi}\frac{y}{d^2+y^2}.
\end{equation}
A free surface cannot supply it, so $-t_0$ must be added. A line force $P$ per length on the surface produces $w=-P\ln r/(\pi\mu)$: the traction $\mu\,\partial_rw$ on a half-circle of length $\pi r$ then balances $P$. With $P=-t_0\,dy$, the stress $\mu\,\partial_yw$ at $(d,0)$ is $-t_0\,y\,dy/[\pi(d^2+y^2)]$. Summing over the surface and substituting $y=d\tan\varphi$,
\begin{equation}
\sigma_{yz}=-\frac{\mu b}{2\pi^2}\int_{-\infty}^{\infty}\frac{y^2\,dy}{(d^2+y^2)^2}
=-\frac{\mu b}{2\pi^2d}\int_{-\pi/2}^{\pi/2}\sin^2\varphi\,d\varphi=-\frac{\mu b}{4\pi d}.
\end{equation}
The image is thus a device for computing the effect of the missing surface traction.

\section{The energy}

\paragraph{Lemma 3.} Let $q=r_0^2/4d^2$. The elastic energy outside the core disc, and the change that the image field makes inside it, are
\begin{equation}
E_{\rm out}=\frac{\mu b^2}{4\pi}\left[\ln\frac{2d}{r_0}+\frac12\ln(1-q)\right],\qquad
\Delta E_{\rm in}=-\frac{\mu b^2}{8\pi}\ln(1-q).
\label{parts}
\end{equation}

\emph{Proof.} Let $\psi=\ln r_2-\ln r_1$. By (\ref{grad}), $\nabla w$ is $b/2\pi$ times $\nabla\psi$ turned by a right angle, so $|\nabla w|^2=(b/2\pi)^2|\nabla\psi|^2$. The function $\psi$ is harmonic outside the disc, zero on the surface and zero at infinity. The divergence theorem leaves the core circle:
\begin{equation}
E_{\rm out}=\frac{\mu b^2}{8\pi^2}\int|\nabla\psi|^2dA=-\frac{\mu b^2}{8\pi^2}\oint\psi\,\partial_r\psi\,ds .
\end{equation}
Write $L=\ln r_2$, which is harmonic inside the disc. On the circle $\psi=L-\ln r_0$ and $\partial_r\psi=\partial_rL-1/r_0$, hence
\begin{equation}
-\oint\psi\,\partial_r\psi\,ds=\frac1{r_0}\oint L\,ds-2\pi\ln r_0-\oint L\,\partial_rL\,ds+\ln r_0\oint\partial_rL\,ds .
\end{equation}
The first term is $2\pi\ln 2d$, because the mean of a harmonic function on a circle is its value at the centre. The last is zero, because $L$ has no net flux. The third integral is $I=\int_{\rm disc}|\nabla L|^2dA$. With $|\nabla L|^2=1/r_2^2$ and $r_2^2=4d^2+r^2+4dr\cos\theta$, the standard integral $\int_0^{2\pi}d\theta/(a+c\cos\theta)=2\pi/\sqrt{a^2-c^2}$ gives
\begin{equation}
I=\int_0^{r_0}\frac{2\pi r\,dr}{4d^2-r^2}=-\pi\ln(1-q),
\end{equation}
because $(4d^2+r^2)^2-(4dr)^2=(4d^2-r^2)^2$. Therefore $E_{\rm out}=(\mu b^2/8\pi^2)[2\pi\ln(2d/r_0)-I]$, the first result.

Inside the disc, subtracting the self-energy density leaves $|\nabla L|^2-2\nabla L\cdot\nabla\ln r_1$, times $\mu b^2/8\pi^2$. The cross term is proportional to $\partial_rL/r$ and vanishes on integration over the angle. What remains is $(\mu b^2/8\pi^2)I$, the second result. $\square$

The corrections in $q$ cancel in the sum, which is $(\mu b^2/4\pi)\ln(2d/r_0)$. Adding the core energy that does not depend on $d$ gives the energy in (\ref{thm}), and its derivative reproduces the force. The choice of $r_0$ shifts the energy by a constant and leaves the force unchanged. This cancellation takes the linear field as valid inside the disc. A different core changes the force at relative order $(r_0/d)^2$. For a hollow, traction-free core of radius $r_0$ the attraction is $\mu b^2/(4\pi\sqrt{d^2-r_0^2})$; with $r_0=0.4$ nm this is 9\% above (\ref{thm}) at $d=1$ nm and 0.08\% above it at 10 nm.

At the small depth $d=1$ nm, with $r_0=0.4$ nm, the corrections are large enough to see. Direct integration of the energy density gives 1.0116 nJ/m outside the disc and 0.0130 nJ/m for the change inside, in agreement with (\ref{parts}).

\paragraph{Remark: the factor of two.} Two real, opposite screw dislocations a distance $s=2d$ apart in an infinite body have the field (\ref{w}) in both halves. Their energy is twice that of the half-space, $(\mu b^2/2\pi)\ln(s/r_0)$ plus a constant. The force on each is its derivative with respect to $s$, of size $\mu b^2/(2\pi s)=\mu b^2/(4\pi d)$. The forces agree although the energies differ: moving the line by $\delta$ in the half-space changes the separation from its image by $2\delta$.

\section{A second free surface}

A free-standing foil has another free surface, at $x=h$. Reflection in both surfaces requires dislocations of the original sign at $d+2nh$ and of opposite sign at $-d+2nh$, for all integers $n$. With $\sum_n1/(x-2nh)=(\pi/2h)\cot(\pi x/2h)$, summed symmetrically, the stress on $y=0$ is
\begin{equation}
\sigma_{yz}=\frac{\mu b}{4h}\left[\cot\frac{\pi(x-d)}{2h}-\cot\frac{\pi(x+d)}{2h}\right].
\end{equation}
Near $x=d$ the first cotangent is the self-field plus a term that vanishes at the line. The second gives the force
\begin{equation}
F_x=-\frac{\mu b^2}{4h}\cot\frac{\pi d}{h}
\simeq-\frac{\mu b^2}{4\pi d}\left[1-\frac13\left(\frac{\pi d}{h}\right)^2\right]\quad(d\ll h).
\label{foil}
\end{equation}
At mid-thickness the two attractions cancel. Near one surface the half-space law returns, with a relative correction of second order in $d/h$.

This correction helps in reading a calculation that uses neither an image nor a continuum field: a square lattice of springs, 200 rows deep and 400 columns wide, with free edges and a slipped cut. Moving the end of the cut one spacing deeper should cost $(\mu b^2/4\pi)\ln[(m+1)/m]$ from depth $m$ to $m+1$. The ratio of computed to expected energy is 1.003 for $m=3$, 0.999 for $m=5$ and 0.996 for $m=7$. For the last, (\ref{foil}) with $d=7.5$ and $h=200$ spacings predicts a reduction of about 0.5\%, close to the 0.4\% found. The excess at $m=3$ has the opposite sign and is not caused by the far edges. On a lattice of 3000 rows and 6000 columns the three ratios become 1.0039, 1.0014 and 1.0007. This excess falls roughly as the inverse square of the depth in spacings, as expected of a discreteness correction. The ratios on the smaller lattice are close to this excess minus the foil reduction.

\section{Applied shear and misfit stress}

A uniform stress $\sigma_{yz}=\tau$ leaves the surface free of traction and adds to the background in Lemma 2. The work of the loads is then counted in the energy, and it cancels the far-boundary term in the proof. The total force is
\begin{equation}
F_x=\tau b-\frac{\mu b^2}{4\pi d},\qquad F_x=0\ \text{ at }\ d^*=\frac{\mu b}{4\pi\tau}\quad(\tau b>0).
\label{bal}
\end{equation}
Since $dF_x/dd=\mu b^2/(4\pi d^2)>0$, the balance is unstable. A line shallower than $d^*$ is drawn out, and a deeper one is driven further in.

The equal biaxial stress of a misfitting film, $\sigma_{yy}=\sigma_{zz}$ with no shear components, does not replace $\tau$. The slip is along $z$, and on any plane containing the line, with normal $(n_x,n_y,0)$, the traction along $z$ is $\sigma_{xz}n_x+\sigma_{yz}n_y=0$. The misfit stress does no work on this slip. The depth $d^*$ is therefore not the critical thickness of a misfitting film: relief of biaxial misfit needs an edge component of the Burgers vector, which lies outside the theorem.

\section{Numbers and limits of validity}

Take the round model parameters $\mu=50$ GPa, $b=r_0=0.4$ nm, $d=10$ nm and $\tau=0.1$ GPa, and note that 1 GPa\,nm = 1 N/m. The image stress has the size
\begin{equation}
\frac{\mu b}{4\pi d}=\frac{50\times0.4}{4\pi\times10}\ {\rm GPa}=0.159\ {\rm GPa}.
\end{equation}
Multiplied by $b$, it gives an attraction of 0.0637 N/m, or 0.397 eV/nm$^2$. The energy without the core constant is $0.637\times\ln50=2.49$ nJ/m, or 15.5 eV/nm.

The applied shear contributes $\tau b=0.0400$ N/m, and the balance depth is 15.9 nm. At 10 nm the net force is $0.0400-0.0637=-0.0237$ N/m, towards the surface. At 20 nm the attraction has halved, and the net force is $0.0400-0.0318=+0.0082$ N/m, into the crystal. The attraction falls only as $1/d$: at 40 nm it is still 0.0159 N/m.

The law is not assured close to the surface. The image strain at the line is $b/(4\pi d)$, which is 0.3\% at 10 nm but 8\% at $d=b$, where linear elasticity is doubtful and the core itself meets the surface. A capping layer of different modulus changes the condition $\partial_xw=0$ on which Lemma 1 rests, and a stiff one can turn the attraction into a repulsion near the interface. In an epitaxial layer, a substrate of different modulus adds a further image force, which the numbers above leave out. A stiffer substrate pushes the line towards the surface, and if it lies close enough below the line, it can reverse the small inward net force found at 20 nm. Elastic anisotropy can change the equation for $w$, depending on the direction of the line.

A force also need not produce motion. Suppose that the glide plane is perpendicular to the surface, that the lattice resists glide up to a shear stress $\tau_f$, and that thermal activation is negligible. Without applied stress the line then moves to the surface when $\mu b/(4\pi d)>\tau_f$, that is, from depths below $\mu b/(4\pi\tau_f)$. On a glide plane at an angle $\alpha$ to the surface, the resolved image stress and this limiting depth are both smaller by the factor $\sin\alpha$. Deeper lines stay where they are, although the surface attracts them, as long as they do not cross-slip to a steeper plane.

\section*{Computed results}
\begin{verbatim}
shear modulus mu = 50.0 GPa
Burgers vector b = 0.40 nm
core radius r0 = 0.40 nm
depth d = 10.0 nm
image stress sigma_yz at the line = -0.15915 GPa
attractive force per length, formula = 0.063662 N/m
same force converted = 0.3973 eV/nm^2
F_x from surface forces = -0.063662 N/m
F_x from contour of radius 0.2 d = -0.063662 N/m
F_x from contour of radius 0.9 d = -0.063662 N/m
energy prefactor mu b^2/(4 pi) = 0.63662 nJ/m
energy per length without core constant = 2.4905 nJ/m
same energy converted = 15.544 eV/nm
attraction at depth 5 nm = 0.12732 N/m
attraction at depth 10 nm = 0.06366 N/m
attraction at depth 20 nm = 0.03183 N/m
attraction at depth 40 nm = 0.01592 N/m
energy test depth = 1.0 nm
energy outside core, quadrature = 1.011606 nJ/m
energy outside core, formula = 1.011606 nJ/m
image change inside core, quadrature = 0.012994 nJ/m
image change inside core, formula = 0.012994 nJ/m
energy slope at test depth, quadrature = 0.63664 N/m
force at test depth, formula = 0.63662 N/m
lattice size = 200 x 400 nodes
lattice depth 3 to 4 spacings: energy change 0.022959, log law 0.022893 (mu b^2), ratio 1.0029
lattice depth 5 to 6 spacings: energy change 0.014492, log law 0.014509 (mu b^2), ratio 0.9989
lattice depth 7 to 8 spacings: energy change 0.010583, log law 0.010626 (mu b^2), ratio 0.9959
applied shear stress tau = 0.10 GPa
applied force per length tau b = 0.0400 N/m
balance depth d* = 15.915 nm
net F_x at depth 10 nm = -0.02366 N/m
net F_x at depth 20 nm = 0.00817 N/m
\end{verbatim}
